# Silicon Oxidation-State Populations in the Random-Bonding Model: a numerical check

```python
"""Random bonding in a silicon-oxygen network.

Result under test: if each Si-Si link is independently bridged by oxygen with
probability x, the fraction of Si atoms having n oxygen neighbours is
P_n = C(4,n) x^n (1-x)^(4-n).  At x = 1/2 this gives 1,4,6,4,1 sixteenths.
n is also the formal oxidation state of Si.  Every Si has four links.
The reference side counts neighbours in explicit diamond networks.
"""
from math import comb
import numpy as np


def binomial_populations(x):
    return np.array([comb(4, n) * x**n * (1 - x)**(4 - n)
                     for n in range(5)])


# Periodic cubic diamond cell; coordinates in quarters of the cell edge.
first_sublattice = np.array([[0, 0, 0], [0, 2, 2], [2, 0, 2], [2, 2, 0]])
positions = np.vstack([first_sublattice, first_sublattice + 1])
links = []
for a in range(8):
    for b in range(a + 1, 8):
        separation = (positions[b] - positions[a] + 2) % 4 - 2
        if separation @ separation == 3:
            links.append((a, b))
n_links = len(links)
incidence = np.zeros((n_links, 8), dtype=int)
for link, (a, b) in enumerate(links):
    incidence[link, a] = incidence[link, b] = 1
assert n_links == 16
assert np.all(incidence.sum(axis=0) == 4)

# Every possible pattern of bridged (1) and direct (0) links.
patterns = (np.arange(2**n_links)[:, None] >> np.arange(n_links)) & 1
oxygen_count = patterns.sum(axis=1)
states = patterns @ incidence
pattern_fractions = np.stack([(states == n).mean(axis=1)
                              for n in range(5)], axis=1)


def pattern_weights(x):
    return x**oxygen_count * (1 - x)**(n_links - oxygen_count)


def counted_populations(x):
    return pattern_weights(x) @ pattern_fractions


# Populations, composition, moments and correlation of linked neighbours.
n_values = np.arange(5)
summary = {}
for x in (0.3, 0.5):
    weights = pattern_weights(x)
    counted = counted_populations(x)
    assert np.allclose(counted, binomial_populations(x), atol=1e-12)
    oxygen_per_si = weights @ oxygen_count / 8
    mean_state = counted @ n_values
    variance = counted @ (n_values - mean_state)**2
    a, b = links[0]
    covariance = weights @ ((states[:, a] - mean_state)
                            * (states[:, b] - mean_state))
    correlation = covariance / variance
    assert np.isclose(oxygen_per_si, 2 * x)
    assert np.isclose(mean_state, 4 * x)
    assert np.isclose(variance, 4 * x * (1 - x))
    assert np.isclose(correlation, 0.25)
    summary[x] = (counted, oxygen_per_si, mean_state, variance, correlation)

half, half_ratio, half_mean, half_variance, half_correlation = summary[0.5]
assert np.allclose(half, np.array([1, 4, 6, 4, 1]) / 16, atol=1e-12)
suboxide_total = half[1:4].sum()
suboxide_shares = half[1:4] / suboxide_total
assert np.allclose(suboxide_shares, np.array([4, 6, 4]) / 14)

# Location of the maxima and the expansion about x = 1/2.
x_grid = np.linspace(0, 1, 41)
scan = np.array([counted_populations(x) for x in x_grid])
scan_suboxide = scan[:, 1:4].sum(axis=1)
d = x_grid - 0.5
assert np.allclose(scan_suboxide, 7 / 8 - 3 * d**2 - 2 * d**4, atol=1e-12)
assert np.allclose(scan[:, 2], 6 * (0.25 - d**2)**2, atol=1e-12)
x_max_suboxide = x_grid[np.argmax(scan_suboxide)]
x_max_two = x_grid[np.argmax(scan[:, 2])]
assert np.isclose(x_max_suboxide, 0.5) and np.isclose(x_max_two, 0.5)

# Small cell with the oxygen number held fixed at half the links.
fixed_small = pattern_fractions[oxygen_count == 8].mean(axis=0)
fixed_formula = np.array([comb(4, n) * comb(12, 8 - n) / comb(16, 8)
                          for n in range(5)])
assert np.allclose(fixed_small, fixed_formula, atol=1e-12)
assert np.max(np.abs(fixed_small - half)) > 0.02

# Large periodic diamond network, again with exactly half the links bridged.
rng = np.random.default_rng(12345)
size = 32
bridges = np.zeros(4 * size**3, dtype=int)
bridges[:bridges.size // 2] = 1
rng.shuffle(bridges)
bridges = bridges.reshape(4, size, size, size)
state_a = bridges.sum(axis=0)
state_b = bridges[0] + sum(np.roll(bridges[k + 1], -1, axis=k)
                           for k in range(3))
large_states = np.concatenate([state_a.ravel(), state_b.ravel()])
large = np.bincount(large_states, minlength=5) / large_states.size
# Sampling errors are near 0.002, so 0.01 is about five standard errors.
assert np.max(np.abs(large - half)) < 0.01

# Slowly varying depth profile: all x from 0 to 1 equally represented.
nodes, node_weights = np.polynomial.legendre.leggauss(12)
depth_average = sum(0.5 * w * counted_populations(0.5 * (u + 1))
                    for u, w in zip(nodes, node_weights))
assert np.allclose(depth_average, 0.2, atol=1e-12)
depth_mean = depth_average @ n_values
depth_variance = depth_average @ (n_values - depth_mean)**2
assert np.isclose(depth_mean, 2) and np.isclose(depth_variance, 2)

# Equal amounts of pure Si and fully oxidized Si, with an abrupt division.
abrupt = 0.5 * (counted_populations(0.0) + counted_populations(1.0))
abrupt_mean = abrupt @ n_values
assert np.isclose(abrupt_mean, 2) and np.isclose(abrupt[1:4].sum(), 0)

names = ["Si0", "Si1+", "Si2+", "Si3+", "Si4+"]
print("Bond-to-oxygen probability x = 0.5 (dimensionless)")
for n, name in enumerate(names):
    print(f"{name}: {16 * half[n]:.0f}/16 = {half[n]:.4f} (fraction)"
          f" = {100 * half[n]:.2f} %")
print(f"Sum of the five populations: {half.sum():.4f} (fraction)")
print(f"O/Si ratio: {half_ratio:.4f} (atoms per atom)")
print(f"Mean oxidation state: {half_mean:.4f} (dimensionless)")
print(f"Variance of oxidation state: {half_variance:.4f} (dimensionless)")
print(f"Neighbour correlation: {half_correlation:.4f} (dimensionless)")
print(f"Total suboxide population: {suboxide_total:.4f} (fraction)")
for name, share in zip(names[1:4], suboxide_shares):
    print(f"{name} share within suboxides: {share:.4f} (fraction)")
print(f"x at maximum suboxide total: {x_max_suboxide:.3f} (dimensionless)")
print(f"x at maximum Si2+ population: {x_max_two:.3f} (dimensionless)")
print("Check at x = 0.3, Si0 to Si4+ (fractions):",
      " ".join(f"{p:.4f}" for p in summary[0.3][0]))
print(f"Small cell: {len(positions)} Si, {n_links} links,"
      f" {len(patterns)} patterns (counts)")
print("Small cell, 8 O fixed, Si0 to Si4+ (fractions):",
      " ".join(f"{p:.4f}" for p in fixed_small))
print(f"Large network: {large_states.size} Si, {bridges.sum()} O (counts)")
print("Large network, Si0 to Si4+ (fractions):",
      " ".join(f"{p:.4f}" for p in large))
print("Uniform depth average, Si0 to Si4+ (fractions):",
      " ".join(f"{p:.4f}" for p in depth_average))
print(f"Uniform depth average, mean state: {depth_mean:.4f} (dimensionless)")
print(f"Uniform depth average, variance: {depth_variance:.4f} (dimensionless)")
print("Abrupt division, Si0 to Si4+ (fractions):",
      " ".join(f"{p:.4f}" for p in abrupt))
print(f"Abrupt division, mean state: {abrupt_mean:.4f} (dimensionless)")
print("all assertions hold")
```

Output:

```
Bond-to-oxygen probability x = 0.5 (dimensionless)
Si0: 1/16 = 0.0625 (fraction) = 6.25 %
Si1+: 4/16 = 0.2500 (fraction) = 25.00 %
Si2+: 6/16 = 0.3750 (fraction) = 37.50 %
Si3+: 4/16 = 0.2500 (fraction) = 25.00 %
Si4+: 1/16 = 0.0625 (fraction) = 6.25 %
Sum of the five populations: 1.0000 (fraction)
O/Si ratio: 1.0000 (atoms per atom)
Mean oxidation state: 2.0000 (dimensionless)
Variance of oxidation state: 1.0000 (dimensionless)
Neighbour correlation: 0.2500 (dimensionless)
Total suboxide population: 0.8750 (fraction)
Si1+ share within suboxides: 0.2857 (fraction)
Si2+ share within suboxides: 0.4286 (fraction)
Si3+ share within suboxides: 0.2857 (fraction)
x at maximum suboxide total: 0.500 (dimensionless)
x at maximum Si2+ population: 0.500 (dimensionless)
Check at x = 0.3, Si0 to Si4+ (fractions): 0.2401 0.4116 0.2646 0.0756 0.0081
Small cell: 8 Si, 16 links, 65536 patterns (counts)
Small cell, 8 O fixed, Si0 to Si4+ (fractions): 0.0385 0.2462 0.4308 0.2462 0.0385
Large network: 65536 Si, 65536 O (counts)
Large network, Si0 to Si4+ (fractions): 0.0633 0.2493 0.3740 0.2510 0.0625
Uniform depth average, Si0 to Si4+ (fractions): 0.2000 0.2000 0.2000 0.2000 0.2000
Uniform depth average, mean state: 2.0000 (dimensionless)
Uniform depth average, variance: 2.0000 (dimensionless)
Abrupt division, Si0 to Si4+ (fractions): 0.5000 0.0000 0.0000 0.0000 0.5000
Abrupt division, mean state: 2.0000 (dimensionless)
all assertions hold
```
